# One valley or six: a Hartree-Fock crossing for the electron gas

## Question

I am trying to understand exchange in heavily doped n-type silicon, using a toy model with six identical isotropic valleys and a uniform positive background. I want to compare two states at the same total density and zero temperature: all electrons in one valley with both spins equally occupied, or all six valleys equally occupied, again without spin polarization.

For the ordinary electron gas I know that the Hartree-Fock energy per electron has a kinetic term proportional to $1/r_s^2$ and an exchange term proportional to $-1/r_s$. But $r_s$ is fixed by the total density, so it is the same for both states, and I cannot see where the number of valleys enters. At what $r_s$ does the single valley become favourable? And is that where the six-valley ground state gives way, in Hartree-Fock theory and in real silicon?

## Answer

The number of valleys enters through the Fermi wavevector. Your $r_s$ is the same in both states, but the Fermi spheres are not: six valleys share the electrons among six smaller spheres. This lowers the kinetic energy and also weakens exchange, and the two effects have different powers of the density.

**Conventions.** Let the valley mass be $m$ and the dielectric constant $\varepsilon$. I measure length in effective Bohr radii $a=\varepsilon a_0 m_0/m$ and energy in effective Hartrees $H=E_h(m/m_0)/\varepsilon^2$, where $a_0$ and $E_h$ are the ordinary atomic units and $m_0$ is the free-electron mass. In these units $\hbar$, the mass and the screened squared charge are all 1. The total density $n$ defines $r_s$ by $4\pi r_s^3n/3=1$. The trial states are Slater determinants of plane waves filling Fermi spheres. The background cancels the direct Coulomb energy. Exchange between different valleys is dropped, because it involves a large momentum transfer; its size is estimated at the end.

### Energy with $g$ equally filled valleys

Each valley holds density $n/g$ in two spin states, so

$$\frac{n}{g}=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2}.$$

Inserting $n=3/(4\pi r_s^3)$ gives

$$k_F=\left(\frac{9\pi}{4}\right)^{1/3}\frac{x_g}{r_s},\qquad x_g=g^{-1/3}.$$

The kinetic energy per electron is half the mean of $k^2$ over the sphere:

$$e_t=\frac12\,\frac{\int_0^{k_F}k^4\,dk}{\int_0^{k_F}k^2\,dk}=\frac12\cdot\frac{k_F^5/5}{k_F^3/3}=\frac{3k_F^2}{10}.$$

Exchange acts between electrons with the same spin in the same valley. Call one spin state of one valley a component. The Coulomb interaction has Fourier transform $4\pi/q^2$, and a factor $1/2$ prevents double counting of pairs, so

$$e_x=-\frac12\left\langle\int\frac{d^3k'}{(2\pi)^3}\frac{4\pi}{|\mathbf k-\mathbf k'|^2}\right\rangle_{\mathbf k},$$

where $\mathbf k'$ runs over the Fermi sphere and the bracket averages $\mathbf k$ over it. Use spherical coordinates centred on $\mathbf k$, with $s=|\mathbf k'-\mathbf k|$. The volume element $s^2\,ds\,d\Omega$ cancels the denominator. The integral over $s$ then leaves the distance $L$ from $\mathbf k$ to the surface in the chosen direction:

$$e_x=-\frac12\cdot\frac{4\pi}{8\pi^3}\cdot4\pi\langle L\rangle=-\frac{\langle L\rangle}{\pi}.$$

To find $\langle L\rangle$, fix a direction and cut the sphere into parallel chords. A chord at distance $b$ from the centre has length $\ell=2\sqrt{k_F^2-b^2}$, and integrating $L$ along it gives $\ell^2/2=2(k_F^2-b^2)$. Therefore

$$\langle L\rangle=\frac{\int_0^{k_F}2\pi b\;2(k_F^2-b^2)\,db}{4\pi k_F^3/3}=\frac{\pi k_F^4}{4\pi k_F^3/3}=\frac{3k_F}{4},\qquad e_x=-\frac{3k_F}{4\pi}.$$

Substituting $k_F$, the energy per electron is

$$E_g=\frac{A x_g^2}{r_s^2}-\frac{B x_g}{r_s},\qquad A=\frac{3}{10}\left(\frac{9\pi}{4}\right)^{2/3},\quad B=\frac{3}{4\pi}\left(\frac{9\pi}{4}\right)^{1/3}.$$

### The crossing you asked for

For one valley $x_1=1$. Subtract the six-valley energy and factor the difference of squares:

$$E_1-E_6=\frac{A(1-x_6^2)}{r_s^2}-\frac{B(1-x_6)}{r_s}=\frac{1-x_6}{r_s^2}\left[A(1+x_6)-Br_s\right].$$

The prefactor is positive, so the bracket decides the sign. It vanishes at

$$r_c=\frac AB(1+x_6)=\frac{2\pi}{5}\left(\frac{9\pi}{4}\right)^{1/3}\left(1+6^{-1/3}\right)=2.4117\times1.5503=3.739.$$

Below $r_c$ six valleys have the lower energy, because the kinetic term dominates at high density. Above $r_c$ the single valley is lower, because exchange dominates at low density. At $r_c$ the single valley has kinetic energy $0.0790\,H$ and exchange energy $-0.1225\,H$; the six-valley values are $0.0239\,H$ and $-0.0674\,H$. Both sums are $-0.0435\,H$.

The same formula compares one valley with any number $g$. For four valleys the isotropic model gives $2.4117(1+4^{-1/3})=3.93$. Germanium has four valleys, but its masses (about $1.59\,m_0$ and $0.082\,m_0$) are so anisotropic that the correction described at the end moves this value to about 4.7. For $g\to\infty$ the value falls to $A/B=2.41$: the competing state then has neither kinetic nor exchange energy, and the crossing is simply where $E_1=0$.

### This is not where the six-valley state gives way

At fixed $r_s$, $E_g$ is an upward-opening parabola in $x_g$. At $r_c$ it has equal values at $x_1$ and $x_6$, so it is lower everywhere between them, and two, three, four or five valleys all beat both of your states. The minimum of the parabola lies midway, at $x=0.775$. The nearest available value is $x_2=0.794$, so two valleys win, with $-0.0475\,H$.

Adjacent valley numbers $g$ and $g-1$ cross at $r_s=(A/B)(x_g+x_{g-1})$, by the same factorization:

- six to five: 2.738
- five to four: 2.930
- four to three: 3.191
- three to two: 3.586
- two to one: 4.326

Could unequal filling do better still? Let a valley hold a fraction $f$ of the electrons. Its contribution to the energy per electron is

$$\phi(f)=\frac{A f^{5/3}}{r_s^2}-\frac{B f^{4/3}}{r_s}.$$

At a minimum with fixed $\sum f=1$, all occupied valleys have the same derivative

$$\phi'(f)=\frac{5A}{3r_s^2}f^{2/3}-\frac{4B}{3r_s}f^{1/3}.$$

This is quadratic in $f^{1/3}$, so at most two different fractions can occur. If they differ, their cube roots add up to $c=4Br_s/(5A)$. The smaller one then has $f^{1/3}<c/2$, which is where

$$\phi''(f)=\frac{10A}{9r_s^2}f^{-1/3}-\frac{4B}{9r_s}f^{-2/3}$$

is negative. Two valleys with that smaller fraction could lower the energy by transferring charge from one to the other, so at most one valley has it.

The remaining candidate has one valley with fraction $s$ and $p$ valleys with the larger fraction $F=(1-s)/p$. Move along this family from $s=0$, where $p$ valleys are equal, to $s=F$, where $p+1$ are equal. The energy $e(s)=\phi(s)+p\,\phi(F)$ changes at the rate

$$e'(s)=\phi'(s)-\phi'(F)=\frac{5A}{3r_s^2}\left(s^{1/3}-F^{1/3}\right)\left(s^{1/3}+F^{1/3}-c\right).$$

The first bracket is negative. The sum $s^{1/3}+F^{1/3}$ increases with $s$, since its derivative $\frac13\left(s^{-2/3}-F^{-2/3}/p\right)$ is positive for $s<F$. Hence $e'$ can change sign only from positive to negative, and an interior stationary point is a maximum. Within this class of spin-unpolarized states, the lowest energy therefore belongs to an equal filling of some number of valleys, and the list above is the full sequence.

Among spin-unpolarized states, equal six-valley filling thus stops being the lowest state at $r_s=2.738$. It remains stable against small transfers until $\phi''(1/6)=0$, that is, until

$$r_s=\frac52\,\frac AB\,6^{-1/3}=3.318.$$

Your crossing lies beyond both points.

If the spins may also polarize, the same argument applies to twelve components instead of six valleys. With $\nu$ equally filled components, $x=(2/\nu)^{1/3}$. The first step, from twelve components to eleven, comes at $r_s=(A/B)\left[(2/12)^{1/3}+(2/11)^{1/3}\right]=2.4117\,(0.5503+0.5665)=2.693$, so with free spin the six-valley state gives way slightly earlier than 2.738. At $r_c$ four components are lowest, which includes two unpolarized valleys. Two components, which include your single unpolarized valley, are lowest for $4.52<r_s<5.45$; beyond that, one fully polarized valley wins. Two polarized valleys have the same energy as one unpolarized valley in this model, so Hartree-Fock does not choose between them. Determinants with a spatially varying density or spin are outside the class considered here.

### Numbers for silicon-like parameters

I choose model parameters close to those of n-type silicon: longitudinal mass $0.92\,m_0$, transverse mass $0.19\,m_0$ and $\varepsilon=11.7$. The isotropic mass with the same density of states per valley is $m=(0.92\times0.19^2)^{1/3}m_0=0.321\,m_0$. This gives $a=1.926$ nm and $H=63.9$ meV. The crossing density is

$$n_c=\frac{3}{4\pi(3.739\times1.926\ \text{nm})^3}=6.4\times10^{-4}\ \text{nm}^{-3}=6.4\times10^{17}\ \text{cm}^{-3},$$

and both states have energy $-0.0435\times63.9=-2.78$ meV per electron.

At a heavy doping of $2\times10^{19}$ cm$^{-3}$, $r_s=1.187$. Relative to the crossing, $r_s$ is smaller by a factor $3.7389/1.1865=3.151$, so kinetic energies grow by $3.151^2=9.93$ and exchange energies by 3.151. At the crossing the kinetic energies of the two states differ by $0.0551\,H$ and the exchange energies by $-0.0551\,H$. Hence

$$E_1-E_6=0.0551\,(9.93-3.151)\,H=0.374\,H=23.9\ \text{meV}.$$

This value assumes a parabolic band. The one-valley Fermi energy here is 84 meV, and a nonparabolicity of $0.5$ eV$^{-1}$, typical of silicon, lowers the difference to about 22.6 meV. Six valleys are strongly favoured, and since $r_s<2.693$, their equal unpolarized filling is the lowest of the plane-wave states considered, spin-polarized fillings included. At $3\times10^{17}$ cm$^{-3}$, $r_s=4.81$ and the difference is $-0.61$ meV, in favour of one valley.

### Should you expect this in real silicon?

The crossing should not be read as a prediction for doped silicon. Correlation, the donor potential and, at room temperature, thermal effects are comparable with the energies being compared, or larger. Mass anisotropy and intervalley exchange, treated last, are smaller corrections.

**Correlation.** Hartree-Fock exchange keeps apart electrons of the same component and leaves the others uncorrelated. In a large system the uncorrelated pairs are half of all pairs for one unpolarized valley, but $11/12$ for six. One can therefore expect correlation to help the six-valley state more. The random-phase approximation (RPA), which sums the repeated polarization of the gas but omits exchange corrections to it, agrees: at $r_c$ it gives $-0.048\,H$ for one valley and $-0.086\,H$ for six. The difference, 2.4 meV per electron, is nearly as large as the total Hartree-Fock energy. With this term added, $E_1-E_6$ is positive at each density evaluated: $0.038\,H$ at $r_s=3.74$, $0.021\,H$ at 4.81, $0.0036\,H$ at 10 and $0.0005\,H$ at 20. RPA is not accurate enough at large $r_s$ for the last small differences to settle the order there. Near $r_c$, however, it removes the Hartree-Fock preference by a wide margin.

**Donors.** A rough rule puts the Mott transition, where donor electrons delocalize, at $n^{1/3}a=0.25$. Here that is $2.2\times10^{18}$ cm$^{-3}$, or $r_s=2.48$. The crossing density is about 3.4 times lower, on the insulating side. As long as the constant 0.25 is kept, changing $m$ or $\varepsilon$ does not alter this ratio. The constant is not universal, however: screening estimates of it depend on the number of valleys and on the screening model. The firmer guide is experiment: in phosphorus-doped silicon the transition is measured near $3.7\times10^{18}$ cm$^{-3}$, almost six times the crossing density. The hydrogenic donor binding energy, $H/2=32$ meV, also far exceeds the Fermi energies at the crossing, 8.4 meV for one valley and 2.5 meV for six. In real doped silicon the uniform background is therefore not a valid assumption at $n_c$: the electrons are largely bound to donors at low temperature.

**Temperature.** Those Fermi energies correspond to 98 K and 30 K. At 300 K the gas at $n_c$ is close to classical, and access to six valleys instead of one lowers the free energy by about $kT\ln6=46$ meV per electron. For comparison, the zero-temperature Hartree-Fock preference for one valley at $3\times10^{17}$ cm$^{-3}$ is only 0.61 meV. At $2\times10^{19}$ cm$^{-3}$ the six-valley Fermi energy, 25.3 meV, is about equal to $kT$, so the 23.9 meV found above is a zero-temperature value and not a room-temperature one.

**Anisotropic mass.** Rescaling each wavevector component by $\sqrt{m_i/m}$ turns the ellipsoidal Fermi surface into a sphere of the same volume and leaves the kinetic energy unchanged. The Coulomb denominator becomes direction-dependent. Averaging its inverse over angles multiplies exchange by

$$\Phi=\int_0^1\frac{d\mu}{\gamma_t+(\gamma_l-\gamma_t)\mu^2}=0.949,\qquad \gamma_t=\frac{0.19}{0.321},\quad\gamma_l=\frac{0.92}{0.321}.$$

If the Fermi surface keeps the band-mass shape, the factor is the same for any number of valleys, and the crossing moves to $r_c/\Phi=3.94$, or $5.5\times10^{17}$ cm$^{-3}$. Exchange actually makes the ellipsoid rounder, more so for six valleys than for one; optimizing its axis ratio in each state gives about 3.93 instead. This is a modest correction.

**Intervalley exchange.** In the six-valley state each electron has five other valleys of its own spin, each with density $n/12$. The valleys lie at about $0.85\,(2\pi/a_L)$ along the cubic axes, with lattice constant $a_L\approx0.54$ nm. Opposite valleys are $1.7\,(2\pi/a_L)$ apart, and subtracting the reciprocal-lattice vector of length $2\,(2\pi/a_L)$ leaves the smallest separation, $q=0.3\,(2\pi/a_L)\approx3.5$ nm$^{-1}$. I take all five valleys at this separation, with full overlap of the Bloch functions and no dielectric screening. The energy $\frac12\cdot5\cdot\frac{n}{12}\cdot\frac{4\pi e^2}{q^2}$ (Gaussian form) is then 0.2 meV at $n_c$. This is a deliberately generous estimate, and it too favours six valleys. Taken at face value it moves the isotropic crossing to about 3.94; it grows in proportion to $n$ and reaches about 6 meV at $2\times10^{19}$ cm$^{-3}$.

So $r_s=3.739$ answers the two-state question in Hartree-Fock theory. For heavily doped, unstrained bulk material the useful conclusion is the one at high density: at $2\times10^{19}$ cm$^{-3}$ and zero temperature, exchange alone does not overturn equal occupation of six degenerate valleys. The uniform background is still crude at this density. Linear screening of randomly placed donors gives an energy of about $-38$ meV per electron for six valleys, larger in size than their Fermi energy. The neglected terms do point the same way: donor screening favours six valleys over one by about 5 meV, and RPA correlation by 5.6 meV. The conclusion does not cover valleys split by strain or confinement, where exchange amplifies the imbalance. If two valleys lie 16 meV below the other four (roughly 0.1% biaxial strain for a deformation potential of 9 eV), their share of the electrons in this model rises from $1/3$ to 0.55 without exchange and to 0.67 in Hartree-Fock theory. The numerical output below lists the main values used here.

## Numbers as computed

```
Effective atomic units (H = effective Hartree)
mean k^2 / kF^2, mean ray / kF: 0.60000, 0.75000
ratio A/B: 2.41169
crossing r_c, formula: 3.73889
crossing r_c, quadrature and root: 3.73889
at r_c, 1 valley(s): kinetic 0.07904, exchange -0.12254, sum -0.04350 H
at r_c, 2 valley(s): kinetic 0.04979, exchange -0.09726, sum -0.04747 H
at r_c, 6 valley(s): kinetic 0.02394, exchange -0.06744, sum -0.04350 H
crossings 6-5, 5-4, 4-3, 3-2, 2-1 valleys: 2.7376, 2.9296, 3.1914, 3.5863, 4.3258
lowest unpolarized filling at r_c: 2 valleys
lowest filling at r_c, spin free: 4 components
two components lowest for r_s: 4.5185 to 5.4502
six-valley local instability at r_s: 3.3180
Rough n-type silicon parameters
masses long., transv.: 0.92, 0.19 m0; eps: 11.7
isotropic mass: 0.3214 m0
effective Bohr radius: 1.9261 nm
effective Hartree: 63.897 meV
density at r_c: 6.392e+17 cm^-3
energy of both states at r_c: -2.779 meV
n = 2e+19 cm^-3: r_s = 1.1865
  E(1) 25.477, E(6) 1.610, E(1)-E(6) 23.867 meV
  Fermi energy, six valleys: 25.314 meV
n = 3e+17 cm^-3: r_s = 4.8111
  E(1) -3.035, E(6) -2.425, E(1)-E(6) -0.610 meV
  Fermi energy, six valleys: 1.540 meV
Neglected effects
ring correlation at r_c, 1 valley: -0.04817 H
ring correlation at r_c, 6 valleys: -0.08582 H
correlation gain of six valleys: 2.406 meV
r_s 3.739: E(1)-E(6) HF 0.00000, HF+ring 0.03766 H
r_s 4.811: E(1)-E(6) HF -0.00954, HF+ring 0.02119 H
r_s 10.000: E(1)-E(6) HF -0.01290, HF+ring 0.00362 H
r_s 20.000: E(1)-E(6) HF -0.00838, HF+ring 0.00048 H
anisotropy factor, formula: 0.9486; sampled: 0.9494
crossing with anisotropic mass: r_s = 3.9415, n = 5.456e+17 cm^-3
Mott-rule density: 2.187e+18 cm^-3, r_s = 2.4814
hydrogenic donor binding energy: 31.95 meV
Fermi energy at r_c, 1 valley(s): 8.418 meV = 97.7 K
Fermi energy at r_c, 6 valley(s): 2.549 meV = 29.6 K
kT at 300 K: 25.85 meV; kT ln 6: 46.32 meV
n lambda^3 / 2 at r_c, 300 K, one valley: 0.1398
smallest valley separation: 3.471 nm^-1 (a = 0.543 nm, minimum at 0.85)
intervalley exchange, unscreened size: 0.200 meV
```
